\section*{Comment on reading Kramers pairs as spin-up and spin-down}

\section{The argument under review}

The argument concerns a two-component self-consistent-field (SCF) calculation without a magnetic field. It runs as follows. The spinors come in Kramers pairs $(f,\bar f)$. The unbarred member is the spin-up orbital and the barred member the spin-down orbital. Without spin--orbit coupling the numbers of $\alpha$ and $\beta$ electrons are conserved, so with spin--orbit coupling the numbers of unbarred and barred electrons are conserved, and the configuration-interaction matrix can be blocked by them.

The pairs exist whenever the one-electron operator commutes with time reversal; an open-shell mean field need not, as shown below. I examine what time reversal fixes about them, and then test the spin reading and the conservation law on the $p$ shell, where each integral can be done by hand.

\section{What time reversal fixes}

For a spinor with upper component $u$ and lower component $d$, let
\begin{equation}
K\binom{u}{d}=\binom{-d^*}{u^*},\qquad K^2=-1,\qquad \langle Kf|Kg\rangle=\langle g|f\rangle ,
\end{equation}
and $\bar f=Kf$. The last relation follows on inserting the components. Replacing $f$ by $Kf$ and $g$ by $f$ in it gives $-\langle f|Kf\rangle=\langle f|Kf\rangle$, so the partners are orthogonal.

Let the Hermitian one-electron operator be time-even, $hK=Kh$. With $f\to Kf$ and $g\to hf$ the same relation gives
\begin{equation}
-\langle f|hKf\rangle=\langle hf|Kf\rangle=\langle f|hKf\rangle\;\Rightarrow\;\langle f|h|\bar f\rangle=0 ,
\end{equation}
while $\langle Kf|hKf\rangle=\langle Kf|Khf\rangle=\langle hf|f\rangle=\langle f|h|f\rangle$. Within a pair, $h$ is therefore a number times the unit matrix, and every unitary mixing leaves it so. Nothing in $h$ selects one member as ``up''.

For $f'=Af+B\bar f$ with $|A|^2+|B|^2=1$, antilinearity and $K\bar f=-f$ give
\begin{equation}
Kf'=-B^*f+A^*\bar f .
\label{eq:partner}
\end{equation}
The matrix with columns $(A,B)$ and $(-B^*,A^*)$ has determinant $1$. A general unitary mixing multiplies the second column by a phase. It gives an equally good orthonormal basis, but the convention $\bar f'=Kf'$ then holds only up to that phase.

\section{The spin of the $p$ spinors}

Take $h=\zeta\,\mathbf l\cdot\mathbf s$ and one radial function for the whole shell. In the basis $(Y_{10}\alpha,\,Y_{11}\beta)$, the form $\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)$ gives
\begin{equation}
\mathbf l\cdot\mathbf s=\begin{pmatrix}0&1/\sqrt2\\1/\sqrt2&-1/2\end{pmatrix},\qquad \lambda^2+\tfrac12\lambda-\tfrac12=0,\qquad \lambda=-1,\ \tfrac12 .
\end{equation}
Since $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-\tfrac{11}{4}]$, these roots belong to $j=\tfrac12$ and $j=\tfrac32$. The eigenvectors, together with the stretched state, are
\begin{align}
a&=-\sqrt{\tfrac13}\,Y_{10}\alpha+\sqrt{\tfrac23}\,Y_{11}\beta &&(p_{1/2},\,m_j=\tfrac12),\\
b&=\sqrt{\tfrac23}\,Y_{10}\alpha+\sqrt{\tfrac13}\,Y_{11}\beta &&(p_{3/2},\,m_j=\tfrac12),\\
c&=Y_{11}\alpha &&(p_{3/2},\,m_j=\tfrac32).
\end{align}
With $Y_{11}^*=-Y_{1,-1}$ the partners are
\begin{equation}
\begin{aligned}
\bar a&=\sqrt{\tfrac23}\,Y_{1,-1}\alpha-\sqrt{\tfrac13}\,Y_{10}\beta,\\
\bar b&=\sqrt{\tfrac13}\,Y_{1,-1}\alpha+\sqrt{\tfrac23}\,Y_{10}\beta,\qquad \bar c=-Y_{1,-1}\beta .
\end{aligned}
\end{equation}
The spin-up weights of $a,b,c$ are $\tfrac13,\tfrac23,1$. The ``spin-up'' member $a$ is mostly spin-down.

Could a better mixing within each pair repair this? Up to an overall phase, every normalized member of a pair is
\begin{equation}
f'=\cos\tfrac\theta2\,f+e^{i\chi}\sin\tfrac\theta2\,\bar f .
\end{equation}
Let $s=\langle f|\sigma_z|f\rangle$, which is $-\tfrac13,\tfrac13,1$ for $a,b,c$. The partner has $-s$, and $\langle f|\sigma_z|\bar f\rangle=0$ because the spatial functions involved are orthogonal. For the transverse components use $\sigma_x\pm i\sigma_y$, which equal $2|\alpha\rangle\langle\beta|$ and $2|\beta\rangle\langle\alpha|$. Between $f$ and $\bar f$ the first gives $2t$, with $t=\tfrac13,\tfrac23,0$, and the second gives zero. Hence $\langle f|\sigma_x|\bar f\rangle=t$ and $\langle f|\sigma_y|\bar f\rangle=-it$. The diagonal elements of $\sigma_x$ and $\sigma_y$ vanish, since the upper and lower components of each spinor are orthogonal. Therefore
\begin{equation}
\langle\boldsymbol\sigma\rangle=(t\sin\theta\cos\chi,\;t\sin\theta\sin\chi,\;s\cos\theta),\qquad
|\langle\boldsymbol\sigma\rangle|=\sqrt{s^2\cos^2\theta+t^2\sin^2\theta}.
\end{equation}

A pure spin state along any axis needs length $1$. The $p_{1/2}$ pair has length $\tfrac13$ for every mixing, and the pair $(b,\bar b)$ reaches at most $\tfrac23$. The pair $(c,\bar c)$ can be written as spin-up and spin-down, but it need not be: its length is $|\cos\theta|$, which vanishes at $\theta=90^\circ$. At $\theta=60^\circ$ the three lengths are $0.333$, $0.601$ and $0.500$. The bound $\tfrac23$ belongs to the fixed pair $(b,\bar b)$. Since $b$ and $c$ are degenerate, the four $p_{3/2}$ spinors can also be regrouped into other Kramers pairs, and this can lengthen the spin of the poorer pair. It cannot make both pairs pure. A $p_{3/2}$ spinor with pure spin along some axis must have no $p_{1/2}$ component, which leaves only the stretched state along that axis. Two stretched states whose axes enclose an angle $\gamma$ overlap by $\cos^3\tfrac\gamma2$ in magnitude, and one overlaps the partner of the other by $\sin^3\tfrac\gamma2$; these never vanish together.

A time-odd term can end the freedom. It does so directly when it has nonzero matrix elements within the pair. ($B\sigma_x$ has none in $(c,\bar c)$, where $t=0$, and can act on that pair only through its coupling to other pairs.) For $B\sigma_z$ and $\chi=0$, the mixed $p_{1/2}$ partners are coupled by
\begin{equation}
\langle a'|B\sigma_z|\bar a'\rangle=B\cos\tfrac\theta2\sin\tfrac\theta2\left(\tfrac13+\tfrac13\right)=\tfrac13B\sin\theta ,
\end{equation}
so the field distinguishes between mixings.

\section{Equally good orbitals, unequal determinants}

For a filled pair, Eq.~(\ref{eq:partner}) gives the density matrix
\begin{equation}
f'f'^\dagger+\bar f'\bar f'^\dagger=(|A|^2+|B|^2)(ff^\dagger+\bar f\bar f^\dagger)+\big[(AB^*-B^*A)f\bar f^\dagger+\text{h.c.}\big]=ff^\dagger+\bar f\bar f^\dagger .
\end{equation}
The Hartree--Fock energy and the Fock operator of closed pairs do not depend on the mixing. Open shells need a separate look.

Expand the repulsion as $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\cos\gamma_{12})$, with $\gamma_{12}$ the angle between the two positions, and let $F_k=\iint R^2(r_1)R^2(r_2)\,(r_<^k/r_>^{k+1})\,r_1^2r_2^2\,dr_1dr_2$ be the Slater integrals over the common radial function $R$. The term $P_k$ acts only on angular momentum $k$. Products $p^\dagger q$ of $p$ spinors contain angular momenta $0$ and $2$ only, so
\begin{equation}
(pq|rs)=\iint p^\dagger q(1)\,[F_0+F_2P_2(\cos\gamma_{12})]\,r^\dagger s(2)\,d\Omega_1d\Omega_2 .
\end{equation}
For a function $w$ of angular momentum $2$, the addition theorem gives $\int P_2(\cos\gamma_{12})\,w(2)\,d\Omega_2=\tfrac{4\pi}5w(1)$. Three integrals will be needed:
\begin{equation}
\int P_2^2\,d\Omega=\frac{4\pi}5,\qquad \int|Y_{10}Y_{11}|^2d\Omega=\frac3{20\pi},\qquad \int|Y_{11}|^4d\Omega=\frac3{10\pi}.
\end{equation}

Writing out the harmonics gives $a=-(\boldsymbol\sigma\cdot\hat{\mathbf r})\alpha/\sqrt{4\pi}$. As $K$ reverses $\boldsymbol\sigma$, $\bar a=(\boldsymbol\sigma\cdot\hat{\mathbf r})\beta/\sqrt{4\pi}$. Because $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, each mixture $a'$ has the uniform density $1/4\pi$, and $a'^\dagger\bar a'=0$ at every point. The filled pair thus has direct energy $F_0$, no exchange, and total energy $F_0-2\zeta$.

Now put one electron in $a'$ and one in $b$. The one-electron energy is $-\zeta+\tfrac12\zeta$ and the direct term is $F_0$. The exchange densities are
\begin{equation}
a^\dagger b=\tfrac{\sqrt2}3\left(|Y_{11}|^2-Y_{10}^2\right)=-\tfrac{\sqrt2}{4\pi}P_2(\cos\vartheta),\qquad \bar a^\dagger b=-Y_{10}Y_{11},
\end{equation}
where $\vartheta$ is the polar angle. Their exchange integrals are
\begin{equation}
F_2\,\frac{4\pi}5\cdot\frac{2}{16\pi^2}\cdot\frac{4\pi}5=\frac{2F_2}{25},\qquad
F_2\,\frac{4\pi}5\cdot\frac3{20\pi}=\frac{3F_2}{25}.
\end{equation}
The cross terms vanish on integration over the azimuth, so
\begin{equation}
E(\theta)=F_0-\tfrac12\zeta-\left(2\cos^2\tfrac\theta2+3\sin^2\tfrac\theta2\right)\tfrac{F_2}{25}
=F_0-\tfrac12\zeta-\left(2+\sin^2\tfrac\theta2\right)\tfrac{F_2}{25}.
\end{equation}

With the model values $F_0=0.40$, $F_2=0.20$ and $\zeta=0.05$ hartree, $E=0.375-0.008\,(2+\sin^2\tfrac\theta2)$ hartree. It falls from $0.359$ at $\theta=0$ to $0.351$ hartree at $180^\circ$, a range of $0.008$ hartree ($0.22$ eV). Mixing changes which open-shell determinant is occupied. Averaging over $a'$ and its partner replaces $\sin^2\tfrac\theta2$ by $\tfrac12$ and removes the dependence.

A Fock operator built from a single electron in $a'$ also separates the partners. For $a'$ the direct and exchange terms cancel; for $\bar a'$ there is a direct term $F_0$ and no exchange. The splitting is $F_0=0.40$ hartree, so partner degeneracy cannot be assumed for such an open-shell mean field.

\section{The count of unbarred electrons}

Let $N_u$ count the electrons in $a,b,c$. The determinants $|c\bar b\rangle$ and $|ab\rangle$ both have $M_J=1$, but $N_u=1$ and $2$. For determinants differing in both spinors,
\begin{equation}
\langle ab|H|c\bar b\rangle=(ac|b\bar b)-(a\bar b|bc).
\end{equation}
Here $b^\dagger\bar b=\tfrac{\sqrt2}3Y_{10}(Y_{1,-1}+Y_{11}^*)=0$, $a^\dagger\bar b=-Y_{10}Y_{1,-1}$ and $b^\dagger c=\sqrt{2/3}\,Y_{10}Y_{11}$. Since $Y_{1,-1}Y_{11}=-|Y_{11}|^2$,
\begin{equation}
\langle ab|H|c\bar b\rangle=-\sqrt{\tfrac23}\,F_2\,\frac{4\pi}5\cdot\frac3{20\pi}=-\frac{\sqrt6}{25}F_2 ,
\label{eq:change}
\end{equation}
of magnitude $0.0196$ hartree. The count is not conserved. The element does not contain $\zeta$, so in these $j$-labelled pairs the count fails even without spin--orbit coupling. The size of the change is itself a convention: if $\bar c$ is called unbarred and its partner $-c$ barred, the same element changes $N_u$ by two. In that labelling the unbarred spinors have $m_j=\tfrac12,\tfrac12,-\tfrac32$, all equal to $\tfrac12$ modulo 2, and the barred ones $-\tfrac12$ modulo 2, so conservation of $M_J$ fixes $N_u$ modulo 2: the parity of the count is conserved there, the count itself is not.

The spin reading and the conservation law hold together in the limit without spin--orbit coupling. If $\zeta=0$ and ``unbarred'' means $\alpha$, the repulsion acts on positions alone and conserves the count. Spin--orbit coupling breaks this through elements such as $\tfrac12\zeta\langle Y_{10}\alpha|l_-s_+|Y_{11}\beta\rangle=\zeta/\sqrt2=0.035$ hartree.

Might another choice of pairs restore the law at $\zeta\neq0$? A conserved count would be a one-electron operator commuting with $H$, with eigenvalues $1$ and $0$ on the six spinors. The unit operator and $J_x,J_y,J_z$ commute with $H$. A numerical rank calculation in the $p^2$ space, at the parameters above, finds four independent commuting operators, hence no others. A Hermitian combination $c_0+\mathbf v\cdot\mathbf J$ has the eigenvalues $c_0\pm\tfrac12|\mathbf v|$ and $c_0\pm\tfrac32|\mathbf v|$: four distinct values, or one if $\mathbf v=0$, but never two. At these parameters no Kramers basis of this model shell has a conserved count for two electrons. (For a single electron or a single hole the count in the $j$-labelled pairs is conserved.) Both $\zeta$ and $F_2$ matter: for $F_2=0$ the repulsion is a constant, and the count in the $j$-labelled pairs is conserved. At $\zeta=0$ the calculation finds seven operators, the unit operator with $\mathbf L$ and $\mathbf S$, and the one-electron operator $\tfrac12+s_z$, summed over the electrons, is the count of $\alpha$ electrons.

\section{How far the count moves}

Start from $|c\bar b\rangle$. The $M_J=1$ space contains just two more determinants, $|ab\rangle$ and $|\bar ac\rangle$. The remaining coupling is $(\bar ac|c\bar b)-(\bar a\bar b|cc)$. Its densities are $\bar a^\dagger c=-\sqrt{2/3}\,Y_{11}^2$, $c^\dagger\bar b=-\sqrt{1/3}\,Y_{1,-1}^2$, $\bar a^\dagger\bar b=-\tfrac{\sqrt2}{4\pi}P_2$ and $c^\dagger c=(1-P_2)/4\pi$, so
\begin{equation}
\langle\bar ac|H|c\bar b\rangle=\frac{\sqrt2}3F_2\,\frac{4\pi}5\cdot\frac3{10\pi}-\frac{\sqrt2F_2}{16\pi^2}\left(\frac{4\pi}5\right)^2=\frac{2\sqrt2-\sqrt2}{25}F_2=\frac{\sqrt2}{25}F_2 .
\end{equation}
Together with Eq.~(\ref{eq:change}), $|c\bar b\rangle$ couples to the single normalized state
\begin{equation}
|w\rangle=-\tfrac{\sqrt3}2|ab\rangle+\tfrac12|\bar ac\rangle,\qquad V=\frac{\sqrt{6+2}}{25}F_2=\frac{2\sqrt2}{25}F_2 .
\end{equation}

Two equivalent $p_{3/2}$ electrons form $J=0$ and $2$, so $|c\bar b\rangle$ has $J=2$, and so has $|w\rangle$. The combination of $|ab\rangle$ and $|\bar ac\rangle$ orthogonal to $|w\rangle$ has $J=1$. It is stationary, with weights $\tfrac14$ and $\tfrac34$ and mean $N_u=\tfrac14\cdot2+\tfrac34\cdot1=1.25$. Even an energy eigenstate need not have a sharp count.

Let $e_1,e_2$ be the $F_2$ energies of the $J=1,2$ states in units of $F_2/25$. The determinant $|ab\rangle$ has $-2$, from the previous section. For $|\bar ac\rangle$ the exchange integral is $\tfrac23\cdot\tfrac{4\pi}5\cdot\tfrac3{10\pi}F_2=4F_2/25$, giving $-4$. Thus
\begin{equation}
\tfrac34e_2+\tfrac14e_1=-2,\qquad \tfrac14e_2+\tfrac34e_1=-4\;\Rightarrow\; e_2=-1,\quad e_1=-5 .
\end{equation}
For $|c\bar b\rangle$, $\bar b^\dagger\bar b=(1+P_2)/4\pi$ gives a direct term $-1$, and the exchange integral $\tfrac13\cdot\tfrac{4\pi}5\cdot\tfrac3{10\pi}F_2=2F_2/25$ lowers this to $-3$. The energies are
\begin{align}
E_{c\bar b}&=F_0+\zeta-\tfrac{3F_2}{25}=0.426\ \text{hartree},\\
E_w&=F_0-\tfrac12\zeta-\tfrac{F_2}{25}=0.367\ \text{hartree},
\end{align}
with gap $\Delta=\tfrac32\zeta-\tfrac{2F_2}{25}=0.059$ hartree.

Apart from the mean energy, the two-state Hamiltonian $M$ has diagonal $\pm\Delta/2$ and off-diagonal $V$. Hence $M^2=\Omega^2/4$ with $\Omega=\sqrt{\Delta^2+4V^2}$, and with $\hbar=1$
\begin{equation}
e^{-iMt}=\cos\frac{\Omega t}2-\frac{2i}\Omega M\sin\frac{\Omega t}2 ,\qquad
P_w(t)=\frac{4V^2}{\Omega^2}\sin^2\frac{\Omega t}2 .
\end{equation}
In $|w\rangle$ the mean count is $\tfrac34\cdot2+\tfrac14\cdot1=\tfrac74$, so $N_u(t)=1+\tfrac34P_w(t)$. Numerically $V=0.0226$ and $\Omega=0.0744$ hartree. The largest transfer is $0.370$, and the mean count rises from $1$ to $1+0.75\times0.370=1.28$ after $\pi/\Omega=42.2$ atomic units of time ($1.02$ fs). The numerical check obtains the same motion by diagonalizing $H$ in all 15 determinants.

Throughout this motion $M_J$ stays equal to $1$. For the atom, the proposed blocking by $N_u$ should therefore be replaced by blocking by $M_J$. Blocking by $N_u$ would delete the coupling in Eq.~(\ref{eq:change}).

\section*{Table of computed values}
\begin{verbatim}
F0 = 0.40 hartree
F2 = 0.20 hartree
zeta = 0.05 hartree
mixing angle theta = 60 degrees
a (p1/2, 1/2): spin-up weight = 0.3333
a (p1/2, 1/2): |<sigma>| after mixing = 0.3333
a (p1/2, 1/2): largest |<sigma>| by mixing = 0.3333
b (p3/2, 1/2): spin-up weight = 0.6667
b (p3/2, 1/2): |<sigma>| after mixing = 0.6009
b (p3/2, 1/2): largest |<sigma>| by mixing = 0.6667
c (p3/2, 3/2): spin-up weight = 1.0000
c (p3/2, 3/2): |<sigma>| after mixing = 0.5000
c (p3/2, 3/2): largest |<sigma>| by mixing = 1.0000
<sigma_z> of a = -0.3333
old-label N_u of mixed spinor = 0.7500
|<K b|K (b+c)/sqrt2>| = 0.7071
rhombic parameter E = 0.010 hartree
rhombic |<b|h|K c>| = 0.005774 hartree
magnetic parameter B = 0.010 hartree
magnetic coupling in mixed p1/2 pair = 0.002887 hartree
filled p1/2 pair energy = 0.3000 hartree
open {a',b} energy, theta 0 deg = 0.3590 hartree
open {a',b} energy, theta 60 deg = 0.3570 hartree
open {a',b} energy, theta 180 deg = 0.3510 hartree
open-shell energy range = 0.0080 hartree
open-shell energy range = 0.2177 eV
Fock splitting, one p1/2 electron = 0.4000 hartree
coupling {c,Kb}-{a,b} = 0.019596 hartree
coupling {c,Kb}-{Ka,c} = 0.011314 hartree
N_u change of first coupling, old labels = 1
N_u change of first coupling, c relabelled = 2
spin-flip element in spin basis = 0.035355 hartree
conserved one-electron operators, with zeta = 4
conserved one-electron operators, zeta = 0: 7
distinct eigenvalues of J along an axis = 4
mean N_u of J=1, M_J=1 level = 1.2500
energy of {c,Kb} = 0.4260 hartree
energy of its J=2 coupling partner = 0.3670 hartree
gap Delta = 0.0590 hartree
J=2 coupling V = 0.022627 hartree
Omega = 0.074357 hartree
largest transferred probability = 0.3704
N_u at time 0 = 1.0000
N_u at half period = 1.2778
half period = 42.25 atomic units of time
half period = 1.022 fs
\end{verbatim}
